**Equal Fowler-Nordheim slopes from different barriers and oxide masses**

For a triangular barrier of height $\phi$ and oxide mass $m$, the leading slope of $\ln(J/F^2)$ against $1/F$ is $-B$, with $B=\frac43\sqrt{2m}\,\phi^{3/2}$ in atomic units; $J$ is the current density and $F$ the oxide field. The slope therefore fixes $m\phi^3$, not $\phi$ alone. The program asserts that the action found by quadrature and the current summed over occupied states agree with the derived formulas, and that the finite-film Airy transmission agrees with direct integration of the wave equation. It also asserts that slopes fitted to exact-transmission currents agree with $B$ within 1% for three constructed pairs, while lowering the barrier at fixed mass changes the slope. The output gives 253.2 MV/cm for barriers of 2.8, 3.2 and 3.6 eV with masses 0.627, 0.420 and 0.295. Read with assumed masses from 0.30 to 1.00, the reference slope yields barriers from 3.58 down to 2.40 eV. Further output sizes the effects of temperature, image potential, two-band dispersion, anode reflection and trapped charge.

## Numerical check

```python
"""Fowler-Nordheim (FN) slope: which barrier parameters does it determine?

Result under test: for a triangular barrier the plot of ln(J/F^2) against 1/F
has slope -B, B = (4/3) sqrt(2 m) phi^(3/2) in atomic units. Thus pairs with
equal m*phi^3 have equal slopes, and the slope alone cannot give phi.
phi: barrier above the Fermi level; m: oxide mass along the field (electron
masses); F: oxide field; J: current density; d0: decay energy of the emission.
Internal calculations use atomic units; the metal has free-electron mass 1.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.special import airy

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
MVCM = 1e8 / sc.physical_constants["atomic unit of electric field"][0]
J_UNIT = (sc.e * HARTREE * sc.e / sc.hbar) / (BOHR * 1e-8) ** 2  # A/cm^2

# Rough typical inputs for an aluminium gate on a silicon-dioxide-like film
PHI_REF, M_REF = 3.2, 0.42
LATTICE_AL, THICKNESS = 4.05, 100.0
EPS_OPTICAL, EPS_STATIC, GAP = 2.1, 3.9, 9.0
TEMPERATURE, TRAPS, BREAKDOWN = 300.0, 1e12, 10.0
F_MID = 8.0
FIELDS = np.linspace(7.0, 9.0, 9)

E_FERMI = 0.5 * (3 * np.pi**2 * 12 / (LATTICE_AL / BOHR) ** 3) ** (2 / 3)
KT = sc.k * TEMPERATURE / sc.e / HARTREE
nodes, node_weights = np.polynomial.legendre.leggauss(60)
X, W = (nodes + 1) / 2, node_weights / 2


def slope_constant(phi, m):
    return 4 / 3 * np.sqrt(2 * m) * phi**1.5


def decay_energy(phi, m, F):
    return F / (2 * np.sqrt(2 * m * phi))


def action(phi, m, F, gap=np.inf):
    """Twice the integrated decay constant, by quadrature in position."""
    def kappa(x):
        v = max(phi - F * x, 0.0)
        return np.sqrt(2 * m * v * (1 - v / gap))
    return 2 * quad(kappa, 0, phi / F, epsabs=1e-10, epsrel=1e-10)[0]


def action_image(phi, m, F, eps):
    """Action with the image potential -1/(4 eps x) of the emitting metal."""
    half = np.sqrt(phi**2 - F / eps) / (2 * F)
    middle = phi / (2 * F)

    def integrand(t):
        x = middle + half * np.sin(t)
        return half**2 * np.cos(t) ** 2 * np.sqrt(2 * m * F / x)
    return 2 * quad(integrand, -np.pi / 2, np.pi / 2)[0]


def wkb(barrier, m, F, k2):
    return np.exp(-slope_constant(barrier, m) / F)


def airy_open(barrier, m, F, k2):
    """Exact transmission: metal, then an endless linear oxide potential."""
    k, a = np.sqrt(k2), (2 * m * F) ** (1 / 3)
    ai, aip, bi, bip = airy(a * barrier / F)
    psi, dpsi = bi + 1j * ai, -a * (bip + 1j * aip)
    return 4 * a / (np.pi * m * k) / abs(psi + dpsi / (1j * k * m)) ** 2


def airy_slab(barrier, m, F, k2):
    """Exact transmission through a finite oxide into an equal metal anode."""
    d = THICKNESS / BOHR
    k, q, a = np.sqrt(k2), np.sqrt(k2 + 2 * F * d), (2 * m * F) ** (1 / 3)
    z = a * barrier / F
    ai, aip, bi, bip = airy(z - a * d)
    s = -1j * q * m / a
    ca, cb = np.pi * (bip - bi * s), np.pi * (ai * s - aip)
    ai, aip, bi, bip = airy(z)
    psi, dpsi = ca * ai + cb * bi, -a * (ca * aip + cb * bip)
    return 4 * q / k / abs(psi + dpsi / (1j * k * m)) ** 2


def current(phi, m, F, transmission, m_t=None, kT=0.0):
    """Sum over total energy and transverse momentum; m_t: transverse mass."""
    m_t = m if m_t is None else m_t
    span = 25 * decay_energy(phi, m, F)
    depth, weight = span * X, span * W
    if kT > 0:
        above = 1.0 / HARTREE
        depth = np.concatenate([-above * X, depth])
        weight = np.concatenate([above * W, weight])
        weight = weight / (1 + np.exp(-depth / kT))
    side, side_weight = m_t * span * X, m_t * span * W
    e, s = depth[:, None], side[None, :]
    t = transmission(phi + e + s / m_t, m, F, 2 * (E_FERMI - e - s))
    return weight @ t @ side_weight / (2 * np.pi**2)


def currents(phi_ev, m, fields, transmission, **options):
    return np.array([current(phi_ev / HARTREE, m, f * MVCM, transmission,
                             **options) for f in fields]) * J_UNIT


def fitted_slope(fields, j):
    return -np.polyfit(1 / fields, np.log(j / fields**2), 1)[0]


phis = np.array([2.8, PHI_REF, 3.6])
masses = M_REF * (PHI_REF / phis) ** 3
phi0, f0 = PHI_REF / HARTREE, F_MID * MVCM
B_au = slope_constant(phi0, M_REF)
B = B_au / MVCM

# Action, with and without a vanishing image potential
for p, m in zip(phis / HARTREE, masses):
    assert abs(action(p, m, f0) * f0 / B_au - 1) < 1e-6
    assert abs(action_image(p, m, f0, 1e10) * f0 / B_au - 1) < 1e-5

# State sum against the closed current law; remainder is second order in F/B
j_wkb = [currents(p, m, FIELDS, wkb) for p, m in zip(phis, masses)]
for p, j in zip(phis, j_wkb):
    r = FIELDS / B
    law = (FIELDS * MVCM) ** 2 / (16 * np.pi**2 * p / HARTREE)
    law = law * np.exp(-1 / r) * J_UNIT
    assert np.all(abs(j / law - (1 - r)) < 3 * r**2)
    assert np.allclose(np.log(j_wkb[0] / j), np.log(p / phis[0]), atol=1e-6)
slopes_wkb = [fitted_slope(FIELDS, j) for j in j_wkb]
assert np.allclose(slopes_wkb, B, rtol=2e-3)

# A different transverse mass changes the prefactor, not the slope
j_transverse = currents(PHI_REF, M_REF, FIELDS, wkb, m_t=1.0)
assert np.allclose(j_transverse / j_wkb[1], 1 / M_REF, rtol=1e-6)

# Exact slab transmission against direct integration of the wave equation
d_au = THICKNESS / BOHR
k0 = np.sqrt(2 * E_FERMI)
q0 = np.sqrt(k0**2 + 2 * f0 * d_au)
wave = solve_ivp(lambda x, y: [y[1], 2 * M_REF * (phi0 - f0 * x) * y[0]],
                 (d_au, 0), [1 + 0j, 1j * q0 * M_REF], method="DOP853",
                 rtol=1e-9, atol=1e-10).y[:, -1]
t_ode = 4 * q0 / k0 / abs(wave[0] + wave[1] / (1j * k0 * M_REF)) ** 2
assert abs(t_ode / airy_slab(phi0, M_REF, f0, k0**2) - 1) < 1e-5

# Matching factor of the sharp metal edge
edge_factors = []
for p, m in zip(phis / HARTREE, masses):
    w = np.sqrt(2 * p / m)
    predicted = 4 * k0 * w / (k0**2 + w**2)
    exact = airy_open(p, m, f0, k0**2) / wkb(p, m, f0, k0**2)
    assert abs(exact / predicted - 1) < 0.02
    edge_factors.append(exact)

# Exact-transmission currents: equal slopes, and a control at fixed mass
j_exact = [currents(p, m, FIELDS, airy_open) for p, m in zip(phis, masses)]
slopes_exact = np.array([fitted_slope(FIELDS, j) for j in j_exact])
assert np.allclose(slopes_exact, B, rtol=0.01)
control = fitted_slope(FIELDS, currents(phis[0], M_REF, FIELDS, airy_open))
assert abs(control / slopes_exact[1] - (phis[0] / PHI_REF) ** 1.5) < 0.01

# Barriers read from one slope with different assumed masses
assumed = np.array([0.30, 0.42, 0.50, 1.00])
inferred = (9 * (slopes_exact[1] * MVCM) ** 2 / (32 * assumed)) ** (1 / 3)
inferred = inferred * HARTREE
for p, m in zip(inferred, assumed):
    again = fitted_slope(FIELDS, currents(p, m, FIELDS, airy_open))
    assert abs(again / slopes_exact[1] - 1) < 0.01

# Temperature
j_hot = [currents(p, m, FIELDS, wkb, kT=KT) for p, m in zip(phis, masses)]
slopes_hot = np.array([fitted_slope(FIELDS, j) for j in j_hot])
middle = len(FIELDS) // 2
heat = np.array([h[middle] / c[middle] for h, c in zip(j_hot, j_wkb)])
widths = decay_energy(phis / HARTREE, masses, f0)
z = np.pi * KT / widths
assert np.allclose(heat, z / np.sin(z), rtol=0.02)
assert heat[0] > heat[1] > heat[2]

# Image potential: strong effect on current, weak effect on slope
image_slopes, image_gain = [], []
for p, m in zip(phis / HARTREE, masses):
    s = np.array([action_image(p, m, f * MVCM, EPS_OPTICAL) for f in FIELDS])
    image_slopes.append(np.polyfit(1 / FIELDS, s, 1)[0])
    image_gain.append(np.exp(B / F_MID - s[middle]))
assert np.allclose(image_slopes, B, rtol=0.03)
assert np.log(image_gain[0] / image_gain[2]) > np.log(phis[2] / phis[0])

# Two-band dispersion: slope reduction, then new equal-slope masses
gap = GAP / HARTREE
band_ratio = np.array([action(p, m, f0, gap) * f0 / B_au
                       for p, m in zip(phis / HARTREE, masses)])
band_masses = masses / band_ratio**2
for p, m in zip(phis / HARTREE, band_masses):
    s = [action(p, m, f * MVCM, gap) for f in FIELDS]
    assert abs(np.polyfit(1 / FIELDS, s, 1)[0] / B - 1) < 1e-5

# Coherent reflection at the anode, without scattering in the oxide
fine = np.linspace(FIELDS[0], FIELDS[-1], 41)
slab = currents(PHI_REF, M_REF, fine, airy_slab)
endless = currents(PHI_REF, M_REF, fine, airy_open)
ripple = np.log(slab / endless)
slope_slab = fitted_slope(fine, slab)

# Electrons trapped in the middle plane lower the cathode field
trap_field = sc.e * TRAPS * 1e4 / (2 * sc.epsilon_0 * EPS_STATIC) / 1e8
cathode = FIELDS - trap_field
j_trap = cathode**2 * np.exp(-B / cathode)
slope_trap = fitted_slope(FIELDS, j_trap)
j_clean = FIELDS**2 * np.exp(-B / FIELDS)
assert slope_trap > B


def row(values, digits=4):
    return "  ".join(f"{v:.{digits}g}" for v in values)


print(f"Al lattice constant, rough input: {LATTICE_AL:.2f} angstrom")
print(f"Al free-electron Fermi energy: {E_FERMI * HARTREE:.2f} eV")
print(f"Oxide thickness: {THICKNESS:.0f} angstrom")
print(f"Field range: {FIELDS[0]:.1f} to {FIELDS[-1]:.1f} MV/cm")
print(f"Middle field: {F_MID:.1f} MV/cm")
print(f"Rough breakdown field: {BREAKDOWN:.0f} MV/cm")
print(f"Top field / breakdown field: {FIELDS[-1] / BREAKDOWN:.2f}")
print("Columns below: low, reference, high barrier")
print("Barrier (eV):", row(phis))
print("Oxide mass (electron masses):", row(masses))
print("m*phi^3 (eV^3):", row(masses * phis**3))
print(f"Slope constant B: {B:.2f} MV/cm")
print(f"Slope constant B: {B_au * HARTREE / BOHR:.4f} V/angstrom")
print(f"B/F at middle field: {B / F_MID:.2f}")
print("Exit distance at lowest field (angstrom):",
      row(phis / (FIELDS[0] * MVCM * HARTREE / BOHR)))
print("Decay energy d0 at middle field (eV):", row(widths * HARTREE))
print("Fitted WKB slope magnitude (MV/cm):", row(slopes_wkb, 5))
print("Fitted exact slope magnitude (MV/cm):", row(slopes_exact, 5))
print("WKB current at middle field (A/cm2):",
      row([j[middle] for j in j_wkb]))
print("Exact current at middle field (A/cm2):",
      row([j[middle] for j in j_exact]))
print("Edge matching factor:", row(edge_factors))
print(f"WKB offset ln(high/low barrier): {np.log(phis[2] / phis[0]):.4f}")
print(f"WKB current ratio low/high: {j_wkb[0][middle]/j_wkb[2][middle]:.4f}")
print(f"Control slope, 2.8 eV at reference mass: {control:.2f} MV/cm")
print("Assumed masses (electron masses):", row(assumed))
print("Barriers read from reference slope (eV):", row(inferred))
print(f"Current factor for transverse mass 1: {j_transverse[4]/j_wkb[1][4]:.3f}")
print(f"Temperature: {TEMPERATURE:.0f} K")
print("Thermal current factor:", row(heat))
print("Thermal formula z/sin(z):", row(z / np.sin(z)))
print("Slope magnitude at temperature (MV/cm):", row(slopes_hot, 5))
print(f"Optical permittivity, rough input: {EPS_OPTICAL:.1f}")
print(f"Image lowering: {np.sqrt(f0 / EPS_OPTICAL) * HARTREE:.3f} eV")
print("Image current factor:", row(image_gain))
print("Slope magnitude with image (MV/cm):", row(image_slopes, 5))
print(f"Two-band oxide gap, rough input: {GAP:.1f} eV")
print("Two-band slope / parabolic slope:", row(band_ratio))
print("Two-band equal-slope masses (electron masses):", row(band_masses))
print(f"Anode reflection, ln current min: {ripple.min():.3f}")
print(f"Anode reflection, ln current max: {ripple.max():.3f}")
print(f"Slope magnitude with anode reflection: {slope_slab:.2f} MV/cm")
print(f"Trapped electrons, assumed: {TRAPS:.1e} per cm2")
print(f"Static permittivity, rough input: {EPS_STATIC:.1f}")
print(f"Cathode field reduction by traps: {trap_field:.3f} MV/cm")
print(f"Current factor from traps: {j_trap[middle] / j_clean[middle]:.3f}")
print(f"Apparent slope magnitude with traps: {slope_trap:.2f} MV/cm")
print("all tests passed")
```

Running it gives:

```
Al lattice constant, rough input: 4.05 angstrom
Al free-electron Fermi energy: 11.65 eV
Oxide thickness: 100 angstrom
Field range: 7.0 to 9.0 MV/cm
Middle field: 8.0 MV/cm
Rough breakdown field: 10 MV/cm
Top field / breakdown field: 0.90
Columns below: low, reference, high barrier
Barrier (eV): 2.8  3.2  3.6
Oxide mass (electron masses): 0.6269  0.42  0.295
m*phi^3 (eV^3): 13.76  13.76  13.76
Slope constant B: 253.41 MV/cm
Slope constant B: 2.5341 V/angstrom
B/F at middle field: 31.68
Exit distance at lowest field (angstrom): 40  45.71  51.43
Decay energy d0 at middle field (eV): 0.05893  0.06735  0.07577
Fitted WKB slope magnitude (MV/cm): 253.19  253.19  253.19
Fitted exact slope magnitude (MV/cm): 253.24  253.22  253.19
WKB current at middle field (A/cm2): 5.983e-07  5.236e-07  4.654e-07
Exact current at middle field (A/cm2): 1.079e-06  1.028e-06  9.316e-07
Edge matching factor: 1.785  1.955  2.003
WKB offset ln(high/low barrier): 0.2513
WKB current ratio low/high: 1.2857
Control slope, 2.8 eV at reference mass: 207.19 MV/cm
Assumed masses (electron masses): 0.3  0.42  0.5  1
Barriers read from reference slope (eV): 3.578  3.198  3.018  2.395
Current factor for transverse mass 1: 2.381
Temperature: 300 K
Thermal current factor: 1.414  1.299  1.227
Thermal formula z/sin(z): 1.404  1.291  1.221
Slope magnitude at temperature (MV/cm): 247.21  248.77  249.77
Optical permittivity, rough input: 2.1
Image lowering: 0.741 eV
Image current factor: 26.06  13.19  8.137
Slope magnitude with image (MV/cm): 250.19  250.94  251.45
Two-band oxide gap, rough input: 9.0 eV
Two-band slope / parabolic slope: 0.9007  0.8854  0.8697
Two-band equal-slope masses (electron masses): 0.7727  0.5358  0.39
Anode reflection, ln current min: -0.178
Anode reflection, ln current max: 0.146
Slope magnitude with anode reflection: 254.23 MV/cm
Trapped electrons, assumed: 1.0e+12 per cm2
Static permittivity, rough input: 3.9
Cathode field reduction by traps: 0.232 MV/cm
Current factor from traps: 0.366
Apparent slope magnitude with traps: 269.48 MV/cm
all tests passed
```
